Energy moments of the dipole oscillator strengths of the hydrogen 1s state, part 1

(Sections cited here and not found follow in the second part.)

Theorem

Let H = −½∇² − 1/r be the Hamiltonian of one electron bound to a fixed point nucleus of unit charge, in atomic units (ħ = mₑ = e = 4πε₀ = 1, lengths in bohr, energies in hartree), without spin and without relativity. Let ψ₀ = e^(−r)/√π be its ground state, with E₀ = −1/2. For each excited state n let ω_n = E_n − E₀ and f_n = 2ω_n|⟨n|z|0⟩|², and define

S(k) = Σ_n f_n ω_n^k,

where the sum runs over the bound states and includes the integral ∫ dE (df/dE) ω^k over the continuum. Then:

(a) S(2) = 4/3, S(1) = 2/3, S(0) = 1, S(−1) = 2, S(−2) = 9/2, S(−3) = 43/4, S(−4) = 319/12, each in units of hartree^k.

(b) For nuclear charge Z the moments are Z^(2k) S(k).

(c) For real k, S(k) is finite if and only if k < 5/2.

The numbers S(k) are moments in the excitation energy of the distribution of dipole strength. If energies are measured in rydberg, each ω doubles while f_n is unchanged, and the moments become 2^k S(k).

Setting and the facts assumed

Write A = H − E₀ and V = −1/r. All functions are real unless stated, ⟨χ|η⟩ = ∫χη d³r, and ⟨g⟩ = ∫gψ₀² d³r. The moment S(2) lies near the edge of convergence, so it matters on which functions A may act. Three facts from the general theory of Schrödinger operators are assumed.

F1. The energy form
Q(ξ,χ) = ∫ [½∇ξ·∇χ + (V − E₀)ξχ] d³r
is defined on the form domain, the square-integrable functions with square-integrable gradient. Smooth functions of compact support are dense in it. A function χ of the form domain belongs to the operator domain of A, with Aχ = η, exactly when η is square-integrable and Q(ξ,χ) = ⟨ξ|η⟩ for all smooth ξ of compact support. The operator so defined is self-adjoint.

F2 (spectral theorem). The bound and continuum eigenfunctions of H are complete. Each square-integrable χ has a spectral measure μ_χ, which puts weight |⟨n|χ⟩|² at ω_n and a density on the continuum. If χ is in the domain of A^j, the measure of A^jχ is ω^(2j)dμ_χ and ⟨A^aχ|A^bχ⟩ = ∫ω^(a+b)dμ_χ. If χ is in the form domain, Q(χ,χ) = ∫ω dμ_χ.

F3. H commutes with rotations, so it maps into itself the subspace 𝒫 of functions (P(r)/r)Y, with Y = √(3/4π) cosθ.

The function φ₀ = zψ₀ = r cosθ ψ₀ lies in 𝒫. Let μ be its spectral measure. Since ⟨n|z|0⟩ = ⟨n|φ₀⟩, the definition of S(k) reads

S(k) = 2∫ω^(k+1) dμ(ω).  (1)

Two angular averages over the sphere are used throughout: that of cos²θ is ½∫₋₁¹t²dt = 1/3, and that of sin²θ is 2/3.

Lemma 1 (the gap). On 𝒫, A ≥ 3/8. Hence μ is supported on ω ≥ 3/8, A⁻¹ is a bounded operator on 𝒫, and Aχ = η has exactly one solution in the operator domain for each square-integrable η in 𝒫.

Proof. By the density in F1 it is enough to take smooth χ = (P/r)Y of compact support, for which P = O(r²) at the origin. One has |∇χ|² = (∂_rχ)² + (∂_θχ)²/r². The angular integrals are ∫Y²dΩ = 1 and ∫(∂_θY)²dΩ = (3/4π)(4π)(2/3) = 2. The radial derivative gives

r²[(P/r)′]² = P′² − 2PP′/r + P²/r² = P′² − (P²/r)′,

and the last term integrates to zero because P²/r vanishes at both ends. Therefore

Q(χ,χ) = ∫₀^∞ [½P′² + (1/r² − 1/r + ½)P²] dr.  (2)

Let W = −2/r + ½. Then (P′ + WP)² = P′² + W²P² + W(P²)′, and an integration by parts, in which WP² vanishes at both ends, turns the last term into −W′P². With W² = 4/r² − 2/r + ¼ and W′ = 2/r²,

½∫(P′ + WP)²dr = ∫[½P′² + (1/r² − 1/r + ⅛)P²]dr.

Subtracting this from (2) leaves Q(χ,χ) = ½∫(P′ + WP)²dr + (3/8)∫P²dr ≥ (3/8)⟨χ|χ⟩. By F2 the spectrum of A on 𝒫 lies in ω ≥ 3/8, so 1/ω ≤ 8/3 there and A⁻¹ is bounded. ∎

Equality requires P′ = −WP, that is P ∝ r²e^(−r/2), the 2p state at E = −1/8.

Lemma 2 (splitting). Suppose φ₀ is in the operator domain, and let φ_j = A^jφ₀ for integers j ≤ 1. Then

S(k) = 2⟨φ_a|φ_b⟩ whenever a + b = k + 1 and a, b ≤ 1.  (3)

If φ₁ is in the form domain, then S(2) = 2Q(φ₁,φ₁).

Proof. For j < 0 the vectors exist by Lemma 1, and (3) is (1) together with F2. The measure of φ₁ is ω²dμ, so Q(φ₁,φ₁) = ∫ω·ω²dμ = S(2)/2. ∎

Equation (3) reaches k ≤ 1 only. The freedom of splitting means that m solutions of the inhomogeneous equation Aφ_(j−1) = φ_j give every moment down to k = −2m − 1.

Lemma 3 (admissible functions). Let χ be smooth for r > 0, decay exponentially together with its derivatives as r → ∞, and satisfy |χ| ≤ C, |∂_rχ| ≤ C and |∇χ| ≤ C/r near the origin. Let η = (−½∇² + V − E₀)χ be computed pointwise for r > 0. Then χ is in the form domain. It is in the operator domain if and only if η is square-integrable, and in that case Aχ = η.

Proof. The bound |∇χ|² ≤ C²/r² is integrable against r²dr. The pointwise gradient is the gradient in the sense of F1, since integrating ξ∇χ by parts outside a ball of radius ε leaves a surface term bounded by a constant times ε²|χ|, which tends to zero. So χ is in the form domain. For smooth ξ of compact support, Green's theorem on r > ε, where the outward normal on the inner sphere is −r̂, gives

∫_(r>ε) ½∇ξ·∇χ d³r = −½∫_(r>ε) ξ∇²χ d³r − ½∮_(r=ε) ξ ∂_rχ dS.

The surface term is O(ε²). Hence Q(ξ,χ) is the limit of ∫_(r>ε) ξη, which is ⟨ξ|η⟩ when η is square-integrable, and F1 gives Aχ = η. Conversely, if χ is in the operator domain, the same formula for all ξ vanishing near the origin shows that Aχ coincides with η for r > 0, so η must be square-integrable. ∎

Lemma 4 (factoring out the ground state). For r > 0 and smooth g,

(−½∇² + V − E₀)(gψ₀) = (−½∇²g + ∂_r g)ψ₀.  (4)

If gψ₀ satisfies the hypotheses of Lemma 3, then

Q(gψ₀,gψ₀) = ½⟨|∇g|²⟩.  (5)

Moreover ⟨rⁿ⟩ = (n+2)!/2^(n+1) for integers n ≥ −2.

Proof. From ψ₀ ∝ e^(−r) follow ∇ψ₀ = −r̂ψ₀ and ∇²ψ₀ = ψ₀″ + 2ψ₀′/r = (1 − 2/r)ψ₀, so that (−½∇² − 1/r + ½)ψ₀ = 0. In −½∇²(gψ₀) = −½ψ₀∇²g − ∇g·∇ψ₀ − ½g∇²ψ₀ the last term cancels against (V − E₀)gψ₀, and −∇g·∇ψ₀ = (∂_r g)ψ₀. This is (4).

For (5), expand both
½|∇(gψ₀)|² = ½ψ₀²|∇g|² + gψ₀∇g·∇ψ₀ + ½g²|∇ψ₀|²,
½∇·(g²ψ₀∇ψ₀) = gψ₀∇g·∇ψ₀ + ½g²|∇ψ₀|² + ½g²ψ₀∇²ψ₀.
Subtracting the second from the first and adding (V − E₀)g²ψ₀²,
½|∇(gψ₀)|² + (V − E₀)g²ψ₀² = ½ψ₀²|∇g|² + ½∇·(g²ψ₀∇ψ₀) + g²ψ₀(−½∇² + V − E₀)ψ₀.
The last term is zero. The divergence integrates to a surface term at r = ε of order ε²g², which vanishes for bounded g.

Finally ⟨rⁿ⟩ = 4∫r^(n+2)e^(−2r)dr = 4(n+2)!/2^(n+3). ∎

The values needed are, for n = −2, −1, 0, 1, …, 5: 2, 1, 1, 3/2, 3, 15/2, 45/2, 315/4.

Lemma 5 (commutators). Acting on smooth functions at r > 0,

[H,z] = −∂_z,  [H,∂_z] = −(∂_zV) = −z/r³.  (6)

Consequently φ₀ is in the operator domain, φ₁ = −∂_zψ₀ = cosθ ψ₀, φ₁ is in the form domain but not in the operator domain, and the pointwise action of A on φ₁ is the function φ₂ = (∂_zV)ψ₀ = cosθ ψ₀/r².

Proof. V commutes with z, and ∇²(zF) = z∇²F + 2∂_zF, so [H,z]F = −½·2∂_zF. The Laplacian commutes with ∂_z, and V∂_zF − ∂_z(VF) = −(∂_zV)F. With ∂_z r = z/r, ∂_z(−1/r) = z/r³.

Pointwise, A(zψ₀) = zAψ₀ + [H,z]ψ₀ = −∂_zψ₀ = (z/r)ψ₀. The function zψ₀ has bounded gradient and (z/r)ψ₀ is square-integrable, so Lemma 3 gives φ₁ = cosθ ψ₀. Again pointwise, A∂_zψ₀ = ∂_zAψ₀ + [H,∂_z]ψ₀ = −(z/r³)ψ₀, and changing the sign gives φ₂. The function cosθ ψ₀ is bounded, its radial derivative −cosθ ψ₀ is bounded, and its angular gradient has size sinθ ψ₀/r, so Lemma 3 applies. But φ₂² behaves as r⁻⁴, and ∫r⁻⁴r²dr diverges at the origin, so φ₁ is outside the operator domain. ∎

The three vectors have a mechanical reading. Since p_z = −i∂_z, the relations ω_n⟨n|z|0⟩ = ⟨n|φ₁⟩ and ω_n²⟨n|z|0⟩ = ⟨n|φ₂⟩ are the velocity and acceleration forms of the dipole matrix element: φ₁ = −ip_zψ₀ is −i times the momentum applied to ψ₀, and φ₂ is minus the force applied to ψ₀. The second relation holds although φ₂ is not square-integrable: a p eigenfunction vanishes as r at the origin, so ⟨n|φ₂⟩ converges, and when A is moved from |n⟩ onto φ₁ by Green's theorem on r > ε, both functions and their radial derivatives are bounded, so the surface terms are O(ε²).

Lemma 6. S(−1) = 2, S(0) = 1, S(1) = 2/3.

Proof. By (3) with a = b = 0,
S(−1) = 2⟨z²⟩ = (2/3)⟨r²⟩ = (2/3)(3) = 2.
With a = 0, b = 1,
S(0) = −2∫zψ₀∂_zψ₀ d³r = −∫z ∂_z(ψ₀²) d³r = ∫ψ₀² d³r = 1,
by an integration by parts in z. With a = b = 1,
S(1) = 2∫(∂_zψ₀)²d³r = (2/3)∫|∇ψ₀|²d³r = (2/3)⟨p²⟩,
because the three Cartesian directions are equivalent for an s state. Since |∇ψ₀|² = ψ₀², ⟨p²⟩ = 1. ∎

Remark. S(0) = 1 is the Thomas–Reiche–Kuhn rule. In operator form, the expectation of [z,[H,z]] = 2zHz − z²H − Hz² in ψ₀ is 2⟨ψ₀|z(H − E₀)z|ψ₀⟩ = S(0), while (6) gives [z,−∂_z] = 1. The relations S(−1) = (2/3)⟨r²⟩, S(0) = 1 and S(1) = (2/3)⟨p²⟩ used only that V is a local central potential and that ψ₀ is an s state. A nonlocal potential does not commute with z, the first commutator in (6) acquires an extra term, and the last two relations change.

Lemma 7. S(2) = (2/3)⟨r⁻²⟩ = (4π/3)ψ₀(0)² = 4/3.

Proof. Since φ₁ is not in the operator domain, (3) is not available, and the last statement of Lemma 2 is used. With g = cosθ, |∇g|² = (∂_θ cosθ)²/r² = sin²θ/r², and (5) gives

S(2) = 2·½⟨sin²θ/r²⟩ = (2/3)⟨r⁻²⟩ = (2/3)(2) = 4/3.

For the second form, note that the convergent integral 2∫φ₁φ₂d³r = 2⟨cos²θ/r²⟩ equals the same (2/3)⟨r⁻²⟩. Inserting φ₁ = −∂_zψ₀ and φ₂ = (∂_zV)ψ₀,

S(2) = −∫∂_z(ψ₀²) ∂_zV d³r.  (7)

A further integration by parts would put two derivatives on 1/r, so the potential is first softened: V_a = −(r² + a²)^(−1/2). Its gradient obeys |∂_zV_a| ≤ r(r² + a²)^(−3/2) ≤ 1/r², which is integrable against the bounded, decaying ∂_z(ψ₀²), so (7) is the limit a → 0 of the same integral with V_a (dominated convergence). For a > 0 the integration by parts is allowed and gives ⟨∂_z²V_a⟩ = ⅓⟨∇²V_a⟩, by spherical symmetry of both V_a and ψ₀². From V_a′ = r(r² + a²)^(−3/2),

(r²V_a′)′ = 3r²(r² + a²)^(−3/2) − 3r⁴(r² + a²)^(−5/2) = 3a²r²(r² + a²)^(−5/2),

so ∇²V_a = 3a²(r² + a²)^(−5/2). With r = as,

⅓⟨∇²V_a⟩ = 4π∫₀^∞ ψ₀(as)² s²(1 + s²)^(−5/2) ds.

As a → 0, ψ₀(as)² → ψ₀(0)² boundedly, and ∫₀^∞ s²(1 + s²)^(−5/2)ds = [s³/(3(1 + s²)^(3/2))]₀^∞ = 1/3. The limit is (4π/3)ψ₀(0)², and ψ₀(0)² = 1/π. ∎

Remark. Adaptive quadrature of ⅓⟨∇²V_a⟩ at a = 10⁻⁶ bohr gives 1.33333. The result is S(2) = ⅓⟨∇²V⟩ with ∇²V = 4πδ³(r): for an s state in the bare Coulomb potential of a point nucleus, S(2) measures the electron density at the nucleus. A screened potential also has a nonzero Laplacian away from the nucleus, which contributes to ⅓⟨∇²V⟩. The pointwise second derivative ∂_z²V = (r² − 3z²)/r⁵ has zero angular average and contributes nothing, so the whole value comes from the origin.

Lemma 8 (the radial operator). For g = u(r)cosθ, the right side of (4) is (Lu)cosθ ψ₀, with

Lu = −½u″ − u′/r + u′ + u/r²,  (8)
L rⁿ = n r^(n−1) − ½(n+2)(n−1) r^(n−2).  (9)

If φ_j = u_j cosθ ψ₀, then 2⟨φ_a|φ_b⟩ = (2/3)⟨u_a u_b⟩. With w = 4r²e^(−2r) and functions a(r), b(r) of polynomial growth,

∫_ε^∞ w(aLb − bLa)dr = ½ w(ab′ − a′b) at r = ε.  (10)

Proof. The angular part of the Laplacian on cosθ is (1/sinθ)∂_θ(sinθ ∂_θcosθ) = (1/sinθ)∂_θ(−sin²θ) = −2cosθ, so ∇²(u cosθ) = (u″ + 2u′/r − 2u/r²)cosθ, and (4) gives (8). For u = rⁿ the terms in r^(n−2) have the coefficient −½n(n−1) − n + 1 = −½(n² + n − 2) = −½(n+2)(n−1), and u′ supplies n r^(n−1). The factor 2/3 is twice the average of cos²θ. Because w′/w = 2/r − 2, one has Lu = −(wu′)′/(2w) + u/r². The terms ab/r² cancel in aLb − bLa, and a(wb′)′ − b(wa′)′ = [w(ab′ − a′b)]′. Integrating −½ of this from ε to ∞, where w kills any power, gives (10). ∎

With u₀ = r, (9) gives u₁ = L r = 1 and u₂ = L 1 = r⁻², in agreement with Lemma 5. In radial form S(0) = (2/3)⟨r⟩ = 1, S(1) = (2/3)⟨1⟩ and S(2) = (2/3)⟨u₁u₂⟩.

Remark (a splitting that fails). One may apply L once more: (9) with n = −2 gives u₃ = −2r⁻³. The integral ⟨u₀u₃⟩ = −2⟨r⁻²⟩ = −4 converges, and (2/3)⟨u₀u₃⟩ = −8/3 is negative, although S(2) is a sum of positive terms. Identity (10) accounts for the difference. For a = r, b = r⁻², ab′ − a′b = −2r⁻² − r⁻² = −3r⁻², so the surface term tends to ½·4·(−3) = −6, and indeed ⟨u₀u₃⟩ − ⟨u₂u₁⟩ = −4 − 2 = −6. The pointwise action of L on r⁻² omits a contribution concentrated at the origin. When both functions are bounded with bounded derivative near the origin, as are all u_j with j ≤ 1, the surface term is O(ε²), in agreement with the free splitting of Lemma 2.

Lemma 9 (inhomogeneous equations). For j ≤ 0, φ_j = u_j cosθ ψ₀, where u_j is a polynomial of degree 1 − j without constant term. If u_j = Σ b_m r^m and u_(j−1) = Σ c_m r^m, then

c_(m+1) = b_m/(m+1) + ½(m+4)c_(m+2),  m = d, d−1, …, 0,  (11)

where d is the degree of u_j, c_(d+2) = 0 and b₀ = 0. In particular

u₋₁ = r²/2 + r,
u₋₂ = r³/6 + 11r²/12 + 11r/6,
u₋₃ = r⁴/24 + 31r³/72 + 287r²/144 + 287r/72.

Proof. Take u = Σ_(m=1)^(d+1) c_m r^m. By (9), L r = 1 and no negative power arises. The power r^m receives (m+1)c_(m+1) from r^(m+1) and −½(m+4)(m+1)c_(m+2) from r^(m+2). Setting the sum equal to b_m and dividing by m + 1 gives (11), which fixes the coefficients from the top down. The function u cosθ ψ₀ is bounded with bounded gradient, because u/r is bounded, and its pointwise image φ_j is square-integrable. By Lemma 3 it lies in the operator domain and A maps it to φ_j. By Lemma 1 it is the only such function, so it is A⁻¹φ_j = φ_(j−1).

For u₀ = r (b₁ = 1): c₂ = 1/2 and c₁ = 0 + 2c₂ = 1.

For u₋₁ (b₂ = 1/2, b₁ = 1): c₃ = 1/6, c₂ = 1/2 + (5/2)(1/6) = 11/12, c₁ = 2c₂ = 11/6.

For u₋₂ (b₃ = 1/6, b₂ = 11/12, b₁ = 11/6): c₄ = 1/24, c₃ = 11/36 + 3(1/24) = 22/72 + 9/72 = 31/72, c₂ = 11/12 + (5/2)(31/72) = 132/144 + 155/144 = 287/144, c₁ = 287/72. ∎

Remark (homogeneous solutions). The differential equation Lu = u_j has a two-parameter family of solutions, and Lemma 1 implies that all but one are inadmissible. This can be seen directly. From (9), L r⁻² = −2r⁻³, L r⁻¹ = r⁻³ − r⁻² and L 1 = r⁻², so h₁ = r⁻² + 2/r + 2 obeys Lh₁ = 0. It is as singular as u₂ and h₁cosθ ψ₀ is not square-integrable at the origin. For two solutions the quantity w(h₁h₂′ − h₁′h₂) = wh₁²(h₂/h₁)′ is constant, by the derivative identity in the proof of Lemma 8. Thus h₂ = h₁∫₀^r dr′/(wh₁²). Near the origin the integrand is r²/4 and h₂ ∝ r. At large r the integrand is e^(2r)/(16r²), h₂ grows as e^(2r)/r², and h₂ψ₀ grows as e^r/r². No combination of h₁ and h₂ is square-integrable at both ends.

Remark (meaning of φ₋₁). A static field F along z adds +Fz to H for an electron of charge −1. The first-order equation (H − E₀)ψ⁽¹⁾ = −Fzψ₀ has no first-order energy term, because ⟨z⟩ = 0, and gives ψ⁽¹⁾ = −Fφ₋₁ = −Fz(1 + r/2)ψ₀. Replacing a sum over states by such an equation is the Dalgarno–Lewis method.

Proof of part (a)

The moments with k ≥ −1 are Lemmas 6 and 7. For the others, (3) and Lemma 8 give S(k) = (2/3)⟨u_a u_b⟩ with a + b = k + 1.

For k = −2, take a = 0, b = −1:
⟨r u₋₁⟩ = ½⟨r³⟩ + ⟨r²⟩ = 15/4 + 3 = 27/4,  S(−2) = (2/3)(27/4) = 9/2.

The values of S(k) in part (a) are now proved for k = 2 down to −2. The values at k = −3 and −4, the scaling with nuclear charge in part (b) and the convergence condition in part (c) remain.
